# Two-centre 1s integrals of the hydrogen molecular ion in prolate spheroidal coordinates

## Question

I am working on the hydrogen molecular ion with one 1s orbital on each proton. In atomic units the orbitals are

$$
a=\frac{e^{-r_a}}{\sqrt{\pi}},\qquad b=\frac{e^{-r_b}}{\sqrt{\pi}},
$$

where $r_a$ and $r_b$ are the distances of the electron from protons a and b, which are a distance $R$ apart. The exercise asks me to show that the overlap is

$$
S=\int ab\,dV=e^{-R}\left(1+R+\frac{R^2}{3}\right),
$$

and then to find closed forms for

$$
J=\int \frac{a^2}{r_b}\,dV,\qquad K=\int\frac{ab}{r_b}\,dV .
$$

The hint is to use $\xi=(r_a+r_b)/R$ and $\eta=(r_a-r_b)/R$. I have three problems. I don't see where the volume element comes from. I am not sure what to do about the singularity at $r_b=0$. And my $J$ looks wrong: in $K$ a term odd in $\eta$ integrates to zero, so I dropped the corresponding term in $J$ too. At $R=2$ that gives $J\approx0.736$, which is larger than $1/R$. Can that be right? I would also like to see how the three integrals enter the energy of the ion.

## Answer

It cannot be right, and the dropped term is the reason. In $J$ the exponential itself depends on $\eta$, so a factor $\eta$ no longer makes the integrand odd. The volume element comes first, because it also removes the singularity.

### The coordinates and the volume element

Put proton a at $z=-R/2$ and proton b at $z=+R/2$, and let $\rho$ be the distance from the axis. Adding and subtracting the definitions of $\xi$ and $\eta$ gives

$$
r_a=\frac R2(\xi+\eta),\qquad r_b=\frac R2(\xi-\eta).
$$

The triangle inequality says $r_a+r_b\ge R$ and $|r_a-r_b|\le R$. The ranges are therefore $1\le\xi<\infty$ and $-1\le\eta\le1$, with the azimuth $\varphi$ running from $0$ to $2\pi$.

To find $z$, write $r_a^2-r_b^2$ in two ways. From the positions of the protons,

$$
r_a^2-r_b^2=\left(z+\frac R2\right)^2-\left(z-\frac R2\right)^2=2Rz,
$$

and from the new coordinates $r_a^2-r_b^2=(r_a+r_b)(r_a-r_b)=R^2\xi\eta$. Hence $z=R\xi\eta/2$. Then

$$
\begin{aligned}
\rho^2&=r_a^2-\left(z+\frac R2\right)^2
=\frac{R^2}{4}\left[(\xi+\eta)^2-(\xi\eta+1)^2\right]\\
&=\frac{R^2}{4}\left[\xi^2+\eta^2-\xi^2\eta^2-1\right]
=\frac{R^2}{4}(\xi^2-1)(1-\eta^2).
\end{aligned}
$$

The cylindrical volume element is $\rho\,d\rho\,dz\,d\varphi$. Since $\rho\,d\rho=d(\rho^2/2)$, it is convenient to use $w=\rho^2/2$ as a variable, because $w$ is a polynomial in $\xi$ and $\eta$ and no square roots have to be differentiated. The derivatives are

$$
\frac{\partial z}{\partial\xi}=\frac{R\eta}{2},\quad
\frac{\partial z}{\partial\eta}=\frac{R\xi}{2},\quad
\frac{\partial w}{\partial\xi}=\frac{R^2}{4}\xi(1-\eta^2),\quad
\frac{\partial w}{\partial\eta}=-\frac{R^2}{4}\eta(\xi^2-1).
$$

The determinant is

$$
\begin{aligned}
\frac{\partial z}{\partial\xi}\frac{\partial w}{\partial\eta}
-\frac{\partial z}{\partial\eta}\frac{\partial w}{\partial\xi}
&=-\frac{R^3}{8}\left[\eta^2(\xi^2-1)+\xi^2(1-\eta^2)\right]\\
&=-\frac{R^3}{8}(\xi^2-\eta^2).
\end{aligned}
$$

The minus sign records only the orientation of the coordinate pair. A volume element needs the absolute value, and $\xi^2\ge1\ge\eta^2$, so

$$
dV=\frac{R^3}{8}(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi .
$$

### The one-dimensional integrals

Two families are needed:

$$
A_n=\int_1^\infty \xi^n e^{-R\xi}\,d\xi,\qquad
B_n=\int_{-1}^{1}\eta^n e^{-R\eta}\,d\eta .
$$

Direct integration gives $A_0=e^{-R}/R$. For $n\ge1$, integration by parts gives

$$
A_n=\left[-\frac{\xi^n e^{-R\xi}}{R}\right]_1^\infty+\frac nR A_{n-1}
=\frac{e^{-R}}{R}+\frac nR A_{n-1},
$$

and therefore

$$
A_1=e^{-R}\left(\frac1R+\frac1{R^2}\right),\qquad
A_2=e^{-R}\left(\frac1R+\frac2{R^2}+\frac2{R^3}\right).
$$

For the other family,

$$
B_0=\frac{e^R-e^{-R}}{R}=\frac{2\sinh R}{R}.
$$

Differentiating $e^{-R\eta}$ with respect to $R$ brings down a factor $-\eta$, so

$$
B_1=-\frac{dB_0}{dR}=\frac{2\sinh R}{R^2}-\frac{2\cosh R}{R}.
$$

### The overlap

The product of the orbitals depends on $r_a+r_b=R\xi$ alone: $ab=e^{-R\xi}/\pi$. The azimuthal integral gives $2\pi$, and the prefactor is $(1/\pi)(2\pi)(R^3/8)=R^3/4$:

$$
S=\frac{R^3}{4}\int_1^\infty d\xi\,e^{-R\xi}\int_{-1}^{1}d\eta\,(\xi^2-\eta^2).
$$

The inner integral is $2\xi^2-2/3$. Thus

$$
\begin{aligned}
S&=\frac{R^3}{2}\left(A_2-\frac{A_0}{3}\right)
=\frac{R^3}{2}e^{-R}\left(\frac1R+\frac2{R^2}+\frac2{R^3}-\frac1{3R}\right)\\
&=\frac{R^3}{2}e^{-R}\left(\frac{2}{3R}+\frac2{R^2}+\frac2{R^3}\right)
=e^{-R}\left(1+R+\frac{R^2}{3}\right).
\end{aligned}
$$

### The integral K

The nuclear attraction contains

$$
\frac1{r_b}=\frac{2}{R(\xi-\eta)},
$$

which diverges at $\xi=\eta=1$, the position of proton b. The volume element contains $\xi^2-\eta^2=(\xi-\eta)(\xi+\eta)$, so the dangerous factor cancels:

$$
\frac{dV}{r_b}=\frac{R^2}{4}(\xi+\eta)\,d\xi\,d\eta\,d\varphi .
$$

No special treatment of the singularity is needed. With $ab=e^{-R\xi}/\pi$ and the azimuthal factor $2\pi$,

$$
K=\frac{R^2}{2}\int_1^\infty d\xi\,e^{-R\xi}\int_{-1}^{1}d\eta\,(\xi+\eta).
$$

Here the exponential does not contain $\eta$. The term $\eta$ is odd on a symmetric interval and gives zero, while $\xi$ gives $2\xi$. Hence

$$
K=R^2A_1=e^{-R}(1+R).
$$

Reflection in the plane midway between the protons exchanges $r_a$ and $r_b$ and leaves $ab$ unchanged. The integral of $ab/r_a$ therefore has the same value $K$.

### The integral J

Now the density sits on proton a:

$$
a^2=\frac{e^{-2r_a}}{\pi}=\frac{e^{-R(\xi+\eta)}}{\pi}.
$$

The measure $dV/r_b$ is the same as before, so

$$
\begin{aligned}
J&=\frac{R^2}{2}\int_1^\infty d\xi\int_{-1}^{1}d\eta\,
e^{-R\xi}e^{-R\eta}(\xi+\eta)\\
&=\frac{R^2}{2}\left(A_1B_0+A_0B_1\right).
\end{aligned}
$$

The second term is the one you dropped. It contains $\eta e^{-R\eta}$, which is not odd: the exponential gives more weight to negative $\eta$, the side of proton a, and $B_1$ is negative. Inserting the auxiliary integrals,

$$
\begin{aligned}
J&=\frac{R^2}{2}\,\frac{2e^{-R}}{R^2}
\left[\left(1+\frac1R\right)\sinh R+\frac{\sinh R}{R}-\cosh R\right]\\
&=e^{-R}\left[\sinh R-\cosh R+\frac{2\sinh R}{R}\right].
\end{aligned}
$$

Since $\sinh R-\cosh R=-e^{-R}$ and $2\sinh R=e^R-e^{-R}$,

$$
J=-e^{-2R}+\frac{1-e^{-2R}}{R}
=\frac1R-e^{-2R}\left(1+\frac1R\right).
$$

Electrostatics explains why $J$ must be below $1/R$. It is the potential at distance $R$ from the centre of a spherical unit charge with radial density $4r^2e^{-2r}$. A shell of radius $r<R$ acts there as if its charge were at the centre and contributes its charge times $1/R$. A shell with $r>R$ contributes its charge times $1/r$, which is smaller than $1/R$. This picture also gives the integral by a second route:

$$
J=\frac1R\int_0^R4r^2e^{-2r}\,dr+\int_R^\infty4re^{-2r}\,dr .
$$

By parts, the first integral is $1-e^{-2R}(1+2R+2R^2)$ and the second is $e^{-2R}(1+2R)$. After division of the first by $R$, the exponential terms add up to $e^{-2R}(-1/R-2-2R+1+2R)=-e^{-2R}(1+1/R)$, in agreement with the result above.

### Limits

For small $R$, expanding the exponentials to the order needed gives

$$
S=1-\frac{R^2}{6}+\dots,\qquad
J=1-\frac{2R^2}{3}+\dots,\qquad
K=1-\frac{R^2}{2}+\dots
$$

The limits make sense. When the centres coincide, $S$ becomes the norm of one orbital, and both $J$ and $K$ become the mean of $1/r$ in that orbital, $\int_0^\infty4re^{-2r}dr=1$. The individual terms of $J$ diverge as $R\to0$, but their sum does not. In double-precision arithmetic the subtraction therefore loses digits as $R$ shrinks. The two-term series for $J$ becomes the safer choice only below about $R=10^{-4}$ bohr; above that its truncation error is the larger one.

For large $R$, $S$ and $K$ decay as $R^2e^{-R}/3$ and $Re^{-R}$. $J$ decays only as $1/R$, because a distant proton sees the electron on a as a point charge.

### How the integrals enter the energy

With fixed protons and their repulsion included, the Hamiltonian is

$$
H=-\frac12\nabla^2-\frac1{r_a}-\frac1{r_b}+\frac1R .
$$

I have defined $J$ and $K$ as positive integrals, so the attraction enters with a minus sign. Orbital $a$ is the ground state of its own atom, $(-\frac12\nabla^2-1/r_a)a=-\frac12a$. What remains in $H_{aa}$ is the attraction to the other proton and the repulsion:

$$
H_{aa}=-\frac12+\frac1R-J=H_{bb}.
$$

For $H_{ab}=\int aHb\,dV$, use the same equation for $b$. The term left over is $-1/r_a$, whose matrix element is $-K$:

$$
H_{ab}=\left(-\frac12+\frac1R\right)S-K .
$$

Note that $K$ is not the whole element $H_{ab}$. It is the attraction of the overlap density $ab$ to one proton; the attraction to the other proton has been combined with the kinetic energy in the term $-\frac12S$.

For a trial function $c_aa+c_bb$, the secular equation is $(H_{aa}-E)^2=(H_{ab}-ES)^2$. Taking the root gives $H_{aa}-E=\mp(H_{ab}-ES)$, and hence

$$
E_\pm=\frac{H_{aa}\pm H_{ab}}{1\pm S}
=-\frac12+\frac1R-\frac{J\pm K}{1\pm S}.
$$

The upper sign belongs to $a+b$, the lower to $a-b$. To see what binds the ion in this model, measure $E_+$ from the energy $-1/2$ of a hydrogen atom and a distant proton:

$$
E_++\frac12=\frac{(1/R-J)+(S/R-K)}{1+S}.
$$

The closed forms turn the two brackets into

$$
\frac1R-J=e^{-2R}\left(1+\frac1R\right),\qquad
\frac SR-K=e^{-R}\left(\frac1R-\frac{2R}{3}\right).
$$

The first is positive at every $R$: an undistorted atom and a proton repel. The second is negative only for $R>\sqrt{3/2}\approx1.22$ bohr. Binding in this model must therefore come from the off-diagonal bracket. This is a statement about matrix elements; it does not say how the binding divides into kinetic and potential energy.

### Numbers at R = 2 bohr

The auxiliary integrals are $A_0=0.067668$, $A_1=0.101501$, $A_2=0.169169$, $B_0=3.626860$ and $B_1=-1.948765$. They give

$$
\begin{aligned}
S&=4\left(0.169169-\frac{0.067668}{3}\right)=0.5865,\\
K&=4(0.101501)=0.4060\ \text{hartree},\\
J&=2\left[(0.101501)(3.626860)+(0.067668)(-1.948765)\right]\\
&=2(0.36813-0.13187)=0.4725\ \text{hartree}.
\end{aligned}
$$

Without the second product, $J$ would be $2(0.36813)=0.736$, which is your number. The correct value lies below $1/R=0.5$, as it must.

At this distance $-1/2+1/R$ happens to vanish, so $H_{aa}=-J$ and $H_{ab}=-K$. The energies are

$$
\begin{aligned}
E_+&=-\frac{0.472527+0.406006}{1.586453}=-0.5538\ \text{hartree},\\
E_-&=-\frac{0.472527-0.406006}{0.413547}=-0.1609\ \text{hartree}.
\end{aligned}
$$

Six digits of $S=0.586453$, $J=0.472527$ and $K=0.406006$, taken from the closed forms, are used here so that rounding of the inputs does not alter the fourth decimal of the energies. The brackets are $1/R-J=0.0275$ and $S/R-K=-0.1128$ hartree. The off-diagonal one wins, and $E_+$ lies $0.0538$ hartree below the separated atom and proton. In $E_-$ the off-diagonal bracket enters with the opposite sign and the denominator is $1-S$, so that state lies $0.3391$ hartree above them.

Minimizing $E_+$ over $R$ numerically gives $R=2.493$ bohr ($1.319$ Å) and $E_+=-0.5648$ hartree. The binding energy of the model is $0.0648$ hartree ($1.764$ eV). The numerical check checks the three integrals by quadrature in spherical coordinates centred on proton b, and the energies by diagonalizing directly integrated matrices.

### What the results depend on

The integrals are exact for these orbitals, but the energies are variational. At each $R$, $E_+$ is an upper bound to the ground-state energy of this Hamiltonian. Since the model has the correct limit $-1/2$ for separated fragments, its binding energy is a lower bound to that of the fixed-proton problem.

The bound is not tight. At $R=2$ bohr, a common exponent of about $1.24$ in place of $1$ lowers $E_+$ from $-0.5538$ to $-0.5865$ hartree, and a large basis gives about $-0.60$ hartree, lower than it gives at $2.493$ bohr. The model thus overestimates the bond length and recovers only about two thirds of the binding energy. The fixed exponent is worse still at small $R$. Without the repulsion $1/R$, the model energy tends to $-\frac12-(1+1)/(1+1)=-\frac32$ hartree as $R\to0$. The true limit is a one-electron ion of nuclear charge 2, with energy $-2^2/2=-2$ hartree and orbital exponent 2.

The simple forms of $S$ and $K$ also rely on equal exponents. For exponents $\alpha$ on a and $\beta$ on b,

$$
\alpha r_a+\beta r_b=\frac R2\left[(\alpha+\beta)\xi+(\alpha-\beta)\eta\right].
$$

If $\alpha\ne\beta$, then $\eta$ stays in the exponential of $ab$ as well. The coordinates and the cancellation of $1/r_b$ still work, but terms odd in $\eta$ can no longer be dropped from $K$, for the same reason as in $J$.

## Values computed for the example and the checks

```
R = 2.0 bohr
A_0 = 0.067668 (dimensionless)
A_1 = 0.101501 (dimensionless)
A_2 = 0.169169 (dimensionless)
B_0 = 3.626860 (dimensionless)
B_1 = -1.948765 (dimensionless)
S, closed form = 0.586453 (dimensionless)
S, direct quadrature = 0.586453 (dimensionless)
J, closed form = 0.472527 hartree
J, direct quadrature = 0.472527 hartree
K, closed form = 0.406006 hartree
K, direct quadrature = 0.406006 hartree
1/R = 0.500000 hartree
diagonal bracket 1/R - J = 0.027473 hartree
S/R = 0.293226 hartree
off-diagonal bracket S/R - K = -0.112779 hartree
H_aa = -0.472527 hartree
H_ab = -0.406006 hartree
E_plus = -0.553771 hartree
E_minus = -0.160854 hartree
E_plus + 1/2 = -0.053771 hartree
E_minus + 1/2 = 0.339146 hartree
sign change of S/R - K at R = 1.2247 bohr
R at minimum of E_plus = 2.4928 bohr
R at minimum, converted = 1.3191 angstrom
E_plus at minimum = -0.564831 hartree
binding energy = 0.064831 hartree
binding energy, converted = 1.7641 eV
largest error of S, J, K in tests = 1.5e-13 a.u.
largest energy error in tests = 1.2e-07 hartree
```
